\section*{Why Shared Walkers Spoil Uncorrelated Fits to Imaginary-Time Decay}

\section{The data and their common noise}

\textbf{Q.} I have a correlation function at ten imaginary times, each with an error bar. Weighting each point by its inverse variance, I fitted $Ae^{-\Delta\tau}$ and obtained $\Delta=0.977$ hartree with a quoted error of $0.024$. The minimum chi-square is $0.16$ for eight degrees of freedom. Is this a very good fit?

\textbf{A.} Neither number can be read that way until we know whether the errors at different times are independent. How was each point measured?

\textbf{Q.} I followed four walkers and averaged $x(t)x(t+\tau)$ over the starting times $t$. The same trajectories served for all $\tau$.

\textbf{A.} Then a fluctuation of the walkers enters every point. A solvable case shows how strongly. Take an electron in a harmonic well of frequency $\omega$, in hartree atomic units, with the exact ground state as guiding function. The local energy is constant, so there is no branching. The walkers drift with velocity $-\omega x$ and diffuse, with stationary variance $\sigma^2=1/(2\omega)$. At times spaced by $\delta$,
\begin{equation}
x_{t+1}=c\,x_t+\eta_{t+1},\qquad c=e^{-\omega\delta},\qquad
\langle\eta^2\rangle=\sigma^2(1-c^2),
\label{eq:ou}
\end{equation}
where each Gaussian kick $\eta$ is independent of all earlier positions. Hence $\langle x_tx_{t+k}\rangle=\sigma^2\rho(k)$ with $\rho(k)=c^{|k|}$. The correlation function is $C(\tau)=\sigma^2e^{-\omega\tau}$, so the true values are $A=\sigma^2$ and $\Delta=\omega$.

For Gaussian variables a fourth moment is the sum over pairings. Removing the product of the two means leaves
\begin{equation}
\mathrm{Cov}(x_tx_{t+i},\,x_{t+k}x_{t+k+j})
=\sigma^4\left[\rho(k)\rho(k+j-i)+\rho(k+j)\rho(k-i)\right].
\end{equation}
With $T$ starting times for each of $n_w$ independent walkers, $T-|k|$ pairs of starting times have separation $k$. The covariance of the averages at $\tau_i=i\delta$ and $\tau_j=j\delta$ is therefore
\begin{equation}
\Sigma_{ij}=\frac{\sigma^4}{n_wT^2}\sum_{|k|<T}(T-|k|)
\left[\rho(k)\rho(k+j-i)+\rho(k+j)\rho(k-i)\right].
\end{equation}
I use $\omega=1$ hartree, $\delta=0.2$ inverse hartree, $N=10$ times, $n_w=4$ and $T=10^4$. The errors at $\tau=0.2$ and $0.4$ then have correlation $0.992$; those at $0.2$ and $2.0$ still have $0.558$. In your run all ten points lie above the exact curve, which is a plausible result of such noise.

\section{The error of the gap}

\textbf{Q.} What does the correlation do to my fitted gap?

\textbf{A.} Assume that the model is correct and the errors $\varepsilon$ are small. Let $J$ hold the derivatives of the model with respect to its $p=2$ parameters, and let $W$ be the weight matrix. Near the true parameters the fit minimizes $(\varepsilon-J\,\delta\theta)^TW(\varepsilon-J\,\delta\theta)$. Setting the derivative to zero gives $J^TW(\varepsilon-J\,\delta\theta)=0$, so
\begin{equation}
\delta\theta=F^{-1}J^TW\varepsilon,\qquad F=J^TWJ .
\end{equation}
For fixed weights the mean of $\delta\theta$ vanishes to this order: correlation does not bias the fit. Its covariance is
\begin{equation}
V=\langle\delta\theta\,\delta\theta^T\rangle=F^{-1}J^TW\Sigma WJF^{-1}.
\label{eq:sandwich}
\end{equation}
If $W=\Sigma^{-1}$, the middle part is $J^TWJ=F$ and $V=F^{-1}$. Your fit used $W=D^{-1}$, with $D$ the diagonal part of $\Sigma$, and still quoted $F^{-1}$. That is right if $\Sigma=D$, but here it is not.

In 1500 independent runs the diagonal fit quotes a gap error of $0.0225$ hartree, while the fitted gaps scatter by $0.0337$. Equation~\eqref{eq:sandwich} predicts $0.0336$. The true error is thus $1.50$ times the quoted one. For $A$ the two differ much less: $0.0094$ against $0.0088$ bohr$^2$.

\textbf{Q.} So an uncorrelated fit always quotes too small an error?

\textbf{A.} No. Suppose each point has relative error $s$, and a fraction $f$ of its variance comes from a scale factor common to all times. With $C$ the vector of exact values and $D=s^2\,\mathrm{diag}(C_i^2)$,
\begin{equation}
\Sigma=f s^2CC^T+(1-f)D .
\end{equation}
The derivative with respect to $A$ is $C/A$, so $C=AJe_A$, where $e_A$ is the unit vector for $A$ in parameter space. Then $F^{-1}J^TWC=AF^{-1}Fe_A=Ae_A$, and \eqref{eq:sandwich} becomes
\begin{equation}
V=f s^2A^2e_Ae_A^T+(1-f)F^{-1}.
\end{equation}
The common factor is absorbed by $A$ and leaves the gap alone. The true gap error is $\sqrt{1-f}$ times the quoted one. For $f=0.9$ this is $0.316$, and simulated fits give $0.317$. In the same fits the error of $A$ is $1.41$ times the quoted one. The sign of the mistake depends on the shape of the common noise and on the parameter.

\section{The chi-square}

\textbf{Q.} Why is my chi-square so small, if the errors are underestimated?

\textbf{A.} The residual is $r=(1-H)\varepsilon$ with $H=JF^{-1}J^TW$. Since $H^TW=WH$ and $H^2=H$, we have $H^TWH=WH$, and
\begin{equation}
\chi^2=r^TWr=\varepsilon^TM\varepsilon,\qquad
M=W-WH-WH+WH=W-WH .
\end{equation}
Gaussian pairing gives the mean and variance
\begin{equation}
\langle\chi^2\rangle=\mathrm{tr}(M\Sigma),\qquad
\mathrm{Var}\,\chi^2=2\,\mathrm{tr}(M\Sigma M\Sigma).
\end{equation}
For $W=\Sigma^{-1}$, $M\Sigma=1-H^T$ is a projector of trace $\nu=N-p=8$, so the mean is $\nu$ and the variance $2\nu$. For $W=D^{-1}$, $\mathrm{tr}(W\Sigma)=N$ because the diagonals agree, and
\begin{equation}
\langle\chi^2\rangle=N-\mathrm{tr}(F^{-1}J^TW\Sigma WJ)=N-\mathrm{tr}(VF).
\end{equation}
The trace sums the ratios of true to quoted variance for two combinations of $A$ and $\Delta$. With independent errors it is 2; here it is about $9.5$. Most of the noise looks like a change of parameters, so the fit follows it and little is left in the residuals. Underestimated parameter errors and a small chi-square have the same origin.

With $D$ replaced by the slightly smaller variances that the runs estimate on average, $\mathrm{tr}(M\Sigma)$ is $0.49$; the runs give a mean of $0.53$. The standard deviation is $0.66$, against a predicted $0.57$. The prediction assumes fixed weights and Gaussian errors, whereas each run estimates its own variances from data that are not quite Gaussian. It also linearizes the model. The excess may come from these approximations or from the finite number of runs; the two are not separated here.

\textbf{Q.} Is there any information left that could test the exponential?

\textbf{A.} Yes, in combinations that both fit directions leave unchanged. With $y_j$ the measured value at $\tau_j$, define
\begin{equation}
u_j=y_{j+2}-2c\,y_{j+1}+c^2y_j,\qquad j=1,\dots,8 .
\end{equation}
A change of $A$ adds a multiple of $c^j$ to $y_j$, and $c^{j+2}(1-2+1)=0$. A small change of $\Delta$ adds a multiple of $jc^j$, and $c^{j+2}[(j+2)-2(j+1)+j]=0$. For one walker and one starting time, \eqref{eq:ou} gives
\begin{equation}
x_t\left[(x_{t+j+2}-cx_{t+j+1})-c(x_{t+j+1}-cx_{t+j})\right]
=x_t(\eta_{t+j+2}-c\,\eta_{t+j+1}).
\end{equation}
Sum over $t$ and collect the terms with the same kick $\eta_s$. Apart from the ends of the run, the sum is
\begin{equation}
\sum_s\eta_s\,\zeta_{s-j-2},\qquad \zeta_m=x_m-c\,x_{m+1}.
\end{equation}
The variance of $\zeta_m$ is $\sigma^2(1-2c^2+c^2)=\sigma^2(1-c^2)$. For $k\ge1$, $\langle\zeta_mx_{m+k}\rangle=\sigma^2(c^k-c\,c^{k-1})=0$, so different $\zeta$ are uncorrelated. The later of two different kicks is independent of everything else in a product of two terms, so those products average to zero. With $N_s=n_wT=4\times10^4$ samples,
\begin{equation}
\langle u_ju_{j'}\rangle=\delta_{jj'}\,\frac{\sigma^4(1-c^2)^2}{N_s}.
\end{equation}
Here $c^2=e^{-0.4}=0.670$, so the standard deviation is $0.5\times0.330/200=8.2\times10^{-4}$ bohr$^2$. If the points had the same variances but were independent, the first contrast would have $1.53\times10^{-2}$, about 19 times more. The full-covariance fit judges the contrasts by their small true noise; the diagonal fit judges them by the noise of independent points.

\textbf{Q.} Can that hide a wrong model?

\textbf{A.} It does here. Add $0.1\,e^{-3\omega\tau}$ bohr$^2$ to the data. With $r=e^{-0.6}=0.549$, the first contrast changes by $0.1\,r(r-c)^2=0.0040$ bohr$^2$. This is nearly 5 true standard deviations, but $0.26$ of the independent-point value. At the 5\% level the full fit rejects the single exponential in 93\% of runs; the diagonal fit, judged by the usual threshold of $15.5$ for independent errors, rejects it in none.

The full fit is not immune to the error: its mean gap moves to $1.22$ hartree, farther than the $1.09$ of the diagonal fit. Its advantage is that its chi-square, read in the usual way, reports the misfit. The diagonal chi-square is not blind to it: its mean rises from about $0.5$ to $3.2$. Judged against its own 5\% point for this noise, about $1.7$ rather than $15.5$, it rejects the single exponential in roughly three runs out of four. What hides the wrong model is the threshold for independent errors. A gap from a rejected fit should not be used. One can drop the shortest times, where the faster term is largest, or add a second exponential. Passing the test afterwards does not prove that the gap is free of bias.

\section{Repairing the analysis}

\textbf{Q.} I do not know $\Sigma$. How do I get it from one run?

\textbf{A.} Cut the run into $B$ blocks much longer than the correlation time. Let $d_b$ be the vector of deviations of block $b$ from the run average, for all $\tau$ together. The covariance of the average is estimated by
\begin{equation}
S=\frac{1}{B(B-1)}\sum_{b=1}^{B}d_bd_b^T .
\end{equation}
I use $B=100$ blocks of length $100\,\delta=20$, against a correlation time $1/\omega=1$ inverse hartree. With $W=S^{-1}$ the gap scatters by $0.0216$ hartree, 36\% less than in the diagonal fit, and the quoted error is $0.0205$. Your run gives $0.997$ with quoted error $0.024$ and $\chi^2=4.2$.

\textbf{Q.} Does the noise in $S$ matter?

\textbf{A.} It does when $B$ is not much larger than $N$. Let $n=B-1$ and take independent Gaussian blocks, for which $S$ is independent of the average. To linear order the full fit's minimum depends on the contrasts alone. Write $u=K^Ty$, where the $N\times\nu$ matrix $K$ obeys $K^TJ=0$. The columns of $S^{-1/2}J$ and of $S^{1/2}K$ span orthogonal complements, so for $W=S^{-1}$ we have $M=K(K^TSK)^{-1}K^T$ and $\chi^2=u^T(K^TSK)^{-1}u$. Rescale them to unit variance and turn the first axis along the vector $u$. Then $\chi^2=|u|^2(S_u^{-1})_{11}$, with $S_u$ their estimated covariance. By block inversion, $1/(S_u^{-1})_{11}$ is the residual variance of the first component after regression on the other $\nu-1$. It is distributed as $\chi^2_k/n$ with $k=n-\nu+1$. Since $\langle1/\chi^2_k\rangle=1/(k-2)$ and $\langle|u|^2\rangle=\nu$,
\begin{equation}
\langle\chi^2\rangle=\frac{n\nu}{n-\nu-1}=\frac{99\times8}{90}=8.8 .
\end{equation}
The ratio of the two chi-square variables also gives the test threshold, $n\nu/k$ times the corresponding point of the $F_{\nu,k}$ distribution: $17.6$ at 5\%, instead of $15.5$. The observed mean is $8.3$. Unpaired kicks at the block ends make the blocks overestimate the contrast noise; with this included the prediction is $8.5$.

The parameters suffer too. The optimal estimate with known $\Sigma$ is uncorrelated with $u$. Using $S$ subtracts from it a regression on $u$ whose true coefficients are zero. Their sampling noise adds a relative variance $\langle u^TS_u^{-1}u\rangle/n=\nu/(n-\nu-1)$, so the true variance grows by $(n-1)/(n-\nu-1)=98/90$. The quoted variance is a regression residual divided by $n$ instead of $n-\nu$, hence too small by $(n-\nu)/n=91/99$. Together the true error is about 9\% above the quoted one; the runs show 5\%, with a sampling uncertainty of about 2 percentage points, since a standard deviation from 1500 runs is known to a relative $1/\sqrt{3000}\approx1.8\%$. For $n<N$, $S$ is singular and this fit is impossible.

\textbf{Q.} What can I do with few blocks?

\textbf{A.} Keep the diagonal fit, but take its error from a block bootstrap. Draw $B$ blocks with replacement, keep all times of a block together, average, refit with the original weights, and repeat. One drawn block has covariance $B^{-1}\sum_bd_bd_b^T$; the average of $B$ draws has $B^{-2}\sum_bd_bd_b^T=(n/B)S$. The refits therefore scatter according to \eqref{eq:sandwich}, with $\Sigma$ replaced by $(n/B)S$. This needs no inverse of $S$, though with very few blocks the error is noisy and too small on average, partly because of the factor $n/B$.

The bootstrap error is $0.0335$ hartree, matching the scatter of $0.0337$. For your run it is $0.035$, not $0.024$. Drawing blocks separately for each $\tau$ removes the off-diagonal elements and returns $0.0224$, the wrong quoted value. The bootstrap corrects the error bar, not the fit. With 100 blocks the full fit remains the more precise one. With 12 blocks the growth factor $(n-1)/(n-\nu-1)$ is 5. The full fit, whose error with known $\Sigma$ is $0.0214$ hartree, would then scatter by about $0.0214\sqrt5=0.048$, more than the diagonal fit. Nor does the bootstrap change the chi-square: $0.16$ must be compared with the mean of about $0.5$ expected for this noise, not with $8$.

\textbf{Q.} How do I know that shared walkers are to blame, and not the fit itself?

\textbf{A.} Take each of the ten times from a separately shuffled list of the runs. Every point keeps its distribution, and two given times come from the same run only with probability $1/1500$, so shared walkers are all but removed. The same diagonal fit then scatters by $0.0225$ hartree, quotes $0.0224$, and has a mean chi-square of $8.0$. These values, with those of the other fits, are in the numerical output.

\section*{Computed results}
\begin{verbatim}
omega = 1.0 hartree, exact A = 0.50 bohr^2
walkers 4, blocks 100, origins/block 100
runs 1500, points 10, degrees of freedom 8
run 1: tau (1/hartree), exact C, measured C, error (bohr^2)
  0.2  0.4094  0.4135  0.0076
  0.4  0.3352  0.3387  0.0076
  0.6  0.2744  0.2776  0.0075
  0.8  0.2247  0.2277  0.0073
  1.0  0.1839  0.1884  0.0072
  1.2  0.1506  0.1558  0.0071
  1.4  0.1233  0.1286  0.0070
  1.6  0.1009  0.1057  0.0069
  1.8  0.0826  0.0869  0.0068
  2.0  0.0677  0.0708  0.0067
error correlation, tau 0.2 with 0.4: 0.992
error correlation, tau 1.0 with 1.2: 0.984
error correlation, tau 0.2 with 2.0: 0.558
contrast sd, shared walkers: 8.24e-04 bohr^2
first contrast sd if independent: 1.53e-02 bohr^2
run 1 full: gap 0.9970, quoted error 0.0239 hartree, chi2 4.19
run 1 diagonal: gap 0.9767, quoted error 0.0238 hartree, chi2 0.16
run 1 diagonal, block-bootstrap error: 0.0354 hartree
all runs, gap in hartree:
full: mean 1.0002, scatter 0.0216, quoted 0.0205
full: predicted scatter 0.0223, quoted 0.0205
full, known covariance: error 0.0214
diagonal: mean 1.0016, scatter 0.0337, quoted 0.0225
diagonal: predicted scatter 0.0336, quoted 0.0225
diagonal: gap scatter/quoted = 1.50
diagonal: A scatter 0.0094, quoted 0.0088 bohr^2
bootstrap, whole blocks: 0.0335
bootstrap, each tau separately: 0.0224
full chi2: mean 8.34, predicted 8.46
full chi2 mean, ideal blocks: 8.80
diagonal chi2: mean 0.529, predicted 0.493
diagonal chi2: sd 0.663, predicted 0.571
no shared walkers: scatter 0.0225, quoted 0.0224 hartree
no shared walkers: diagonal chi2 mean 8.01
common scale noise: variance fraction 0.9, relative sd 0.02
common scale noise, scatter/quoted: gap 0.317, A 1.413
predicted gap ratio: 0.316
5% thresholds: diagonal 15.51, full 17.57
correct model rejected: diagonal 0.000, full 0.041
added term: 0.1 bohr^2 * exp(-3 omega tau)
wrong model rejected: diagonal 0.000, full 0.932
wrong model chi2 mean: diagonal 3.20, full 33.62
wrong model gap: diagonal 1.0912, full 1.2165 hartree
\end{verbatim}
